# Ensemble Monte Carlo with Self-Scattering: Detailed Balance and Slow Energy Mixing

## One phonon energy

Consider electrons in two dimensions, without a field, that scatter elastically or exchange one fixed phonon energy $\hbar\omega$. An electron starting at energy $E_0$ can reach only $E_n=r+n\hbar\omega$, with $n=0,1,2,\dots$ and $r=E_0\bmod\hbar\omega$. Let an isotropic coupling give the upward rate $CN$ and the downward rate $C(N+1)$, where $N=1/(e^x-1)$ and $x=\hbar\omega/k_BT$. In a stationary state no net current crosses a rung, so

$$p_nCN=p_{n+1}C(N+1),\qquad \frac{p_{n+1}}{p_n}=\frac{N}{N+1}=e^{-x}.$$

The populations are geometric, $p_n=(1-e^{-x})e^{-nx}$. Since $\sum_n n\,p_n=1/(e^x-1)$,

$$\langle E\rangle=r+\frac{\hbar\omega}{e^x-1}.$$

Take $E_0=100$ meV, $\hbar\omega=62$ meV and $k_BT=25.85$ meV. Then $r=38$ meV, $N=0.100$, and $\langle E\rangle=38+6.2=44.2$ meV. A Monte Carlo run of this case gives 44.18 meV. Equilibrium in two dimensions would give $k_BT$, 25.85 meV. The rates obey detailed balance, yet equilibrium is not recovered, because $r$ is conserved.

A zero-field run started away from equilibrium will approach it if two conditions hold together: the rates obey detailed balance, and the processes together connect all energies and redistribute the electrons among them within the simulated time. A second phonon energy is not always enough: with 60 and 20 meV, electrons remain on a ladder of 20 meV spacing.

## Model and rates

The example is a silicon channel of thickness $W=3$ nm at 300 K, separated by $t=0.8$ nm from a hafnia-like dielectric. Electrons occupy the lowest subband, with $E=\hbar^2k^2/2m$, $m=0.19m_0$, sheet density $n_s=5\times10^{11}$ cm$^{-2}$ and nondegenerate statistics. The envelope is that of an infinite well.

For area $A$, the golden rule is

$$\lambda=\sum_{\mathbf k'}\frac{2\pi}{\hbar}|M|^2\delta(E'-E-\Delta),$$

where $\Delta$ is the energy gained. Replacing the sum by $A\int k'dk'd\theta/(2\pi)^2$ and using $k'dk'=m\,dE'/\hbar^2$ gives

$$\lambda=\frac{m}{\hbar^3}\int_0^{2\pi}\frac{d\theta}{2\pi}\,A|M|^2\quad(E+\Delta>0).$$

The density of states is constant, so the prefactor does not grow with energy.

**Acoustic phonons.** In bulk volume $V$, $|M|^2=\hbar\Xi^2q^2N/(2\rho V\omega)$ with $\omega=cq$. For $\hbar\omega\ll k_BT$, $N\simeq N+1\simeq k_BT/\hbar\omega$; absorption and emission together give $\Xi^2k_BT/(\rho c^2V)$. Summing over the phonon wave number normal to the film replaces $1/V$ by $F/A$, where

$$F=\int_0^W\frac{4}{W^2}\sin^4\frac{\pi z}{W}\,dz=\frac{4}{W^2}\frac{3W}{8}=\frac{3}{2W}.$$

Thus $\lambda_{ac}=m\Xi^2k_BTF/(\hbar^3\rho c^2)$, treated as elastic. With $\Xi=12$ eV, $\rho=2330$ kg/m$^3$ and $c=9000$ m/s it is 5.99 ps$^{-1}$.

**Intervalley phonons.** Here $|M|^2=\hbar D^2(N\text{ or }N+1)/(2\rho\omega V)$, with one destination valley. The same replacement gives

$$\lambda_{iv}=\frac{mD^2F}{2\hbar^2\rho\omega}(N\text{ or }N+1).$$

For $D=1.1\times10^9$ eV/cm and 62 meV, absorption has rate 0.55 ps$^{-1}$ and open emission 6.06 ps$^{-1}$.

**Remote phonons.** For the electrostatics, let silicon fill the whole half-space beyond the interface. A charge $e$ at the interface then produces a potential decaying as $e^{-q|z|}$ on both sides. The jump in displacement fixes the interaction energy of two such charges, per inverse area, as $e^2/[\epsilon_0q(\epsilon_{ox}+\epsilon_s)]$. With $u=(\hbar\omega)^2$, let

$$\epsilon_{ox}(u)=\epsilon_\infty+\frac{(\epsilon_{st}-\epsilon_i)u_1}{u_1-u}+\frac{(\epsilon_i-\epsilon_\infty)u_2}{u_2-u}.$$

The values are $\epsilon_s=11.7$, $\epsilon_{st}=22$, $\epsilon_i=6.6$, $\epsilon_\infty=5$, and transverse energies $\sqrt{u_{1,2}}=12$ and 48 meV. The modes are the zeros $u_j$ of $\epsilon_{ox}+\epsilon_s$, at 16.24 and 50.38 meV. Near one of them, $1/(\epsilon_{ox}+\epsilon_s)\simeq R_j/(u-u_j)$ with $R_j=1/\epsilon_{ox}'(u_j)$. Exchange of a phonon of energy $\hbar\omega_j$ gives the interaction

$$A|M_0|^2\left[\frac1{\hbar\omega-\hbar\omega_j}-\frac1{\hbar\omega+\hbar\omega_j}\right]=A|M_0|^2\frac{2\hbar\omega_j}{u-u_j}.$$

Matching residues yields $A|M_0|^2=e^2\kappa_j\hbar\omega_j/(2\epsilon_0q)$, where $\kappa_j=R_j/u_j$. Comparing the partial fractions at $u=0$ and $u\to\infty$ gives

$$\kappa_1+\kappa_2=\frac1{\epsilon_\infty+\epsilon_s}-\frac1{\epsilon_{st}+\epsilon_s}.$$

Numerically, $0.0244+0.0058=0.0302=1/16.7-1/33.7$.

A static potential energy $U$ changes the density by $-n_sU/k_BT$. This screens the coupling by $q/(q+q_s)$, where $q_s=e^2n_s/[\epsilon_0(\epsilon_s+\epsilon_\infty)k_BT]=0.21$ nm$^{-1}$; the layer is treated as a sheet for this purpose. The spacer is given silicon's permittivity. Averaging $e^{-qz}$ over the envelope gives

$$G=\frac{1-e^{-qW}}{qW}\,\frac{4\pi^2}{4\pi^2+q^2W^2}.$$

Hence

$$A|M|^2=\frac{e^2\kappa_j\hbar\omega_j}{2\epsilon_0}(N\text{ or }N+1)s(q),\quad s=\frac{q\,e^{-2qt}G^2}{(q+q_s)^2}.$$

Numerical maximization gives $s_{max}=0.66$ nm, near $q=0.09$ nm$^{-1}$.

## Why self-scattering is correct

Let $\lambda(t)$ be the true total rate along a free flight $\mathbf k(t)$, and choose a constant $\Gamma\geq\lambda$. Candidate events form a Poisson process of rate $\Gamma$. A candidate at $t_i$ is null with probability $1-\lambda(t_i)/\Gamma$ and then leaves $\mathbf k$ unchanged, so the flight continues undisturbed. The probability of $n$ candidates before $t$, all null, is

$$e^{-\Gamma t}\int_{t_1<\dots<t_n}\prod_i\Gamma\left[1-\frac{\lambda(t_i)}{\Gamma}\right]dt_i
=\frac{e^{-\Gamma t}}{n!}\left[\int_0^t(\Gamma-\lambda)\,dt'\right]^n.$$

The factor $1/n!$ arises because the integrand is symmetric and the times are ordered. Summing over $n$ gives

$$P_{\rm no\ real}(t)=e^{-\Gamma t}e^{\Gamma t-\int_0^t\lambda dt'}=\exp\left[-\int_0^t\lambda(t')dt'\right],$$

which is the required survival law, independent of $\Gamma$.

The total angular integral need not be tabulated. Write a channel's rate as $P_j\int s\,d\theta/2\pi$ and its bound as $B_j=P_js_{max}$; an isotropic channel has $s=s_{max}=1$. With $\Gamma=\sum_jB_j$, choose channel $j$ with probability $B_j/\Gamma$, draw a uniform final angle, and accept with probability $s/s_{max}$. The resulting rate into $d\theta$ is

$$\Gamma\,\frac{B_j}{\Gamma}\,\frac{d\theta}{2\pi}\,\frac{s}{s_{max}}=P_js\,\frac{d\theta}{2\pi},$$

as it should be. A rejection or a closed emission channel counts as self-scattering.

In ps$^{-1}$, the bounds are 5.99 for acoustic scattering and, for absorption and emission respectively, 0.55 and 6.06 (intervalley), 10.32 and 19.35 (low remote), and 1.11 and 7.77 (high remote). Their sum is $\Gamma=51.1$ ps$^{-1}$, a mean interval of 19.6 fs.

As a test with a changing rate, 40,000 electrons were accelerated from rest at 50 kV/cm. The fractions without a real event after 50 and 100 fs were 0.534 and 0.231. Quadrature of the survival law gives 0.533 and 0.231.

## Algorithm

For force $e\mathcal E$ along $+x$, each electron carries the time `last` at which its state is known and its next candidate time `event`.

```
for each electron: event = -log(u)/Gamma; last = 0
for each observation time T_obs:
    for each electron:
        while event < T_obs:
            kx += e*field*(event-last)/hbar
            last = event
            choose channel j with probability B_j/Gamma
            E_new = E(k) + Delta_j
            if E_new > 0:
                draw uniform angle; form k_new and q
                if u < s(q)/s_max: k = k_new
            event += -log(u)/Gamma
        kx += e*field*(T_obs-last)/hbar
        last = T_obs
    record averages over all electrons
```

Each `u` is a fresh uniform number in $(0,1)$. Observation every 20 fs introduces no flight error, since flights are integrated analytically. There is no time-step stability limit, but there is a bound to respect. If $s_{max}$ is too small, an acceptance probability exceeds one and is cut off, which changes the rates.

Averages belong at common observation times. At real events, energies are weighted by $\lambda(E)$. In the settled zero-field run below, the mean energy just before real events was 29.6 meV, against 25.9 meV at observation times; quadrature of $\langle E\lambda\rangle/\langle\lambda\rangle$ gives 29.5 meV.

The cost is $\Gamma$ candidates per electron and unit time. For 12,000 electrons and 22 ps it is $51.1\times12000\times22\simeq1.35\times10^7$. At equilibrium 27% are real, or 13.8 ps$^{-1}$, so one real event costs about 3.7 candidates.

## Detailed balance and its limits

Absorption $\mathbf k\to\mathbf k'$ and emission $\mathbf k'\to\mathbf k$ share the same $q$ and matrix element apart from $N$ and $N+1$. Because $N+1=Ne^x$ and $E'=E+\hbar\omega$,

$$(N+1)e^{-E'/k_BT}=Ne^xe^{-x}e^{-E/k_BT}=Ne^{-E/k_BT}.$$

Forward and reverse fluxes therefore cancel pair by pair for $f_0\propto e^{-E/k_BT}$. Elastic scattering is symmetric and cancels too. With a constant density of states, the normalized energy density is $p(E)=e^{-E/k_BT}/k_BT$, with mean $k_BT$.

To observe the approach, all 12,000 electrons started as a 150 meV beam. The mean energy fell to 112.5, 43.2, 29.3 and 26.4 meV after 0.1, 0.5, 1 and 4 ps. Averaged from 4 to 10 ps it was 26.25 meV, within 2% of $k_BT$. Yet the cumulative distribution, compared at 5 meV intervals, still differed from Boltzmann's by up to 0.051.

An energy master equation accounts for this. On a grid of 0.125 meV, with phonon energies rounded to grid steps and rates $R_{il}$ from level $l$ to $i$ obtained by angular quadrature,

$$\frac{dp_i}{dt}=\sum_l(R_{il}p_l-R_{li}p_i).$$

Propagating the same beam gives a maximum error of 0.050 in the same window, and 0.010 from 16 to 22 ps. The mean decay rate between windows is $\ln(0.0497/0.0100)/12=0.13$ ps$^{-1}$, far slower than the initial cooling.

The mechanism can be estimated by following $\langle e^{2\pi iE/\delta}\rangle$. A jump by $\pm\hbar\omega_j$ multiplies it by a phase. For equal up and down rates independent of energy, its decay rate is

$$\sum_j\nu_j[1-\cos(2\pi\hbar\omega_j/\delta)],$$

where $\nu_j$ counts both directions. For $\delta=15.8$ meV the three ratios $\hbar\omega_j/\delta$ are 1.03, 3.19 and 3.92, all within 0.2 of an integer, and the most frequent mode is the closest. The simulated $\nu_j$ are 6.36, 0.32 and 1.10 ps$^{-1}$, giving about 0.4 ps$^{-1}$. In the master equation the departure of this average from its equilibrium value decays between the two windows at about 0.24 ps$^{-1}$; the 0.13 ps$^{-1}$ above belongs to the cumulative error, a different quantity. The estimate is thus somewhat too fast, and its constant-rate assumption fails where emission is closed, but it illustrates how near-commensurate phonon energies can slow the mixing.

In the later Monte Carlo window the mean was 25.89 meV. The populations in successive 25 meV intervals were 0.621, 0.234, 0.089 and 0.034; Boltzmann's are 0.620, 0.236, 0.090 and 0.034. The largest cumulative error was 0.008. Equilibrium is thus recovered to about one percent of the total population, with some ladder structure still expected.

The event counts test the rates more directly. In this window, absorptions and emissions were 39,758 and 39,719 for intervalley phonons, 228,938 and 228,827 for the low remote mode, and 11,406 and 11,445 for the high one. Resolved by mode and by 10 meV intervals of the lower energy, the mean squared count difference was 0.42 of the sum of the two counts, below the value 1 for independent Poisson counts.

As a control, the low remote mode was held at 600 K and the other baths at 300 K. Its absorption-to-emission ratio became 1.12, the normalized squared difference rose to 84, and the mean energy to 30.7 meV. A stationary histogram alone would not identify the mode responsible.

Balanced counts do not prove equilibrium either, since each isolated ladder is balanced. To test stationarity, start from $E=-k_BT\ln u$ with random directions. To test the approach, start far away and follow the whole distribution.

## Mobility from the same ensemble

In a weak field write $f=f_0[1+(e\mathcal E/k_BT)h(\mathbf k)]$. The drift term is $e\mathcal E\,\partial f_0/\partial p_x=-(e\mathcal E/k_BT)v_xf_0$. Detailed balance turns the collision term into $f_0(e\mathcal E/k_BT)\sum W(\mathbf k\to\mathbf k')(h'-h)$. Hence

$$\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')(h-h')=v_x.$$

By symmetry $h=v_x\tau(E)$. With $\alpha$ the scattering angle, $\cos\theta'$ averages to $\cos\alpha\cos\theta$, so division by $v_x$ gives

$$\lambda(E)\tau(E)-\sum_j\lambda_j^{(1)}(E)\frac{v'_j}{v}\tau(E+\Delta_j)=1,$$

where $\lambda_j^{(1)}$ is the rate weighted by $\cos\alpha$. The drift velocity is $(e\mathcal E/k_BT)\langle v_x^2\tau\rangle$, and $\langle v_x^2\tau\rangle=\langle v^2\tau\rangle/2=\langle E\tau\rangle/m$, so

$$\mu=\frac{e}{m}\frac{\langle E\tau\rangle}{k_BT}.$$

The equation for $h$ is also solved by the expected future displacement, $h=\int_0^\infty\langle v_x(t)|\mathbf k\rangle dt$. Therefore

$$\mu=\frac{e}{k_BT}\int_0^\infty\langle v_x(0)v_x(t)\rangle dt,$$

which needs no field.

Solving the linear equation on an energy grid gives 863 cm$^2$/Vs. Integrating the simulated velocity correlation to 1 ps gives 866, and drift at 2 kV/cm, averaged over 7 ps, gives 869. The sampling error of the last value follows from diffusion. The ensemble-mean displacement has variance $2Dt/N_e$, with $D=\mu k_BT/e$ and $N_e$ electrons, so the velocity error is $\sqrt{2D/(N_et)}\simeq230$ m/s. This is 1.3% of the drift velocity, $1.74\times10^4$ m/s, so the three values agree.

At 10 kV/cm, averaged from 2 to 5 ps after the field is applied, the velocity is $7.8\times10^6$ cm/s and the mean energy 48.7 meV. The ratio of velocity to field has fallen to 779 cm$^2$/Vs. Joule power $e\mathcal Ev=77.9$ meV/ps matches the counted phonon loss of 77.6 meV/ps. But 6.6% of the electrons lie above the second subband edge at 137 meV, so the single-subband model is already strained.

## Comparison with a real channel

The material parameters are rough typical values. A 3 nm body is thinner than the roughly 6 nm films of planar fully depleted transistors, and the density is near threshold rather than the on-state, roughly $10^{13}$ cm$^{-2}$. Here the band-bottom occupation is 0.11; at the on-state density exclusion could not be neglected. The second subband, and the other four valleys taken together, each have about 0.5% of the lowest subband's equilibrium population.

Other omissions are larger. One is the dielectric behind the film. At $q=0.09$ nm$^{-1}$ the remote-phonon field reaches through 3 nm of silicon, so the half-space is a poor approximation. With a back oxide of permittivity 3.9, the unscreened $|M_0|^2$ of the low mode, averaged over the envelope, is about twice as large at this $q$. Most events transfer more momentum: at equilibrium the median $q$ is 0.25 nm$^{-1}$ for the low mode and 0.40 nm$^{-1}$ for the high one, where the factors are about 1.6 and 1.35. The mobilities here therefore do not describe a film between two oxides.

For other effects, the linear equation was solved again with one change at a time:

- Thickness roughness of height $h_r=0.3$ nm and correlation length $L=1.5$ nm gives 749 cm$^2$/Vs, 13% lower. It adds $A|M|^2=(2E_1h_r/W)^2\pi L^2e^{-q^2L^2/4}$, with well energy $E_1=\hbar^2\pi^2/(2m_zW^2)=45.6$ meV for the mass $m_z=0.916m_0$ normal to the film.
- Oxide charge of $n_c=10^{12}$ cm$^{-2}$ at distance $t$ gives 665, 23% lower. It adds $A|M|^2=n_c\{e^2/[\epsilon_0(\epsilon_s+\epsilon_{st})(q+q_c)]\}^2e^{-2qt}G^2$, with $q_c=q_s(\epsilon_s+\epsilon_\infty)/(\epsilon_s+\epsilon_{st})$.
- Removing the screening of remote phonons gives 640. Static screening is thus a sensitive assumption, and it is not justified here. At $q=0.09$ nm$^{-1}$ the plasma energy of the sheet, $\hbar\sqrt{e^2n_sq/[\epsilon_0(\epsilon_s+\epsilon_\infty)m]}$, is 14 meV, and at 0.25 nm$^{-1}$, the median for low-mode events, it is 23 meV. Both are comparable with the 16.24 meV phonon, so the electrons do not respond as to a static potential. A quantitative mobility needs a frequency-dependent dielectric response.
- Removing remote phonons gives 1205.
- Operation at 360 K, with phonon occupations and screening recomputed, gives 688.

Slow ladder mixing is itself tied to the elastic treatment of acoustic phonons. If only the wave number transferred in the plane, $q=2k\sin(\alpha/2)$, is counted at $E=k_BT$, their energy is 2.7 meV on average and at most 4.3 meV. Averaged over angle in the phase estimate, with $\delta=15.8$ meV and 6 events per ps, it gives a mixing rate near 3.6 ps$^{-1}$. The wave number normal to the film, spread over a range of order $2\pi/W$, raises the typical phonon energy at $E=k_BT$ to about 6 meV, with about a tenth of the events above 12 meV. The same phase estimate then gives about 7 ps$^{-1}$. This estimate, not a simulation, suggests that inelastic acoustic scattering would remove most of the delay.
